**Canting of two antiferromagnetic spins: numerical test**

Two classical unit spins with exchange `J` and Dzyaloshinskii-Moriya coupling `D` have the lowest energy −√(J² + D²), and each spin cants by ½ arctan(D/J). The program minimizes the energy over all directions of both spins and asserts this energy, the angle, the plane of the spins and the direction of the net moment. It repeats the test of energy and angle at `D = J`, where the small-angle formula fails. For J = 10 meV and D = 0.2 meV the output shows a canting of 0.5729° per spin and an energy gain of 2.0 µeV. Further assertions cover an easy axis of strength `K` in the plane, the loss of canting when an easy axis along **D** exceeds about 1 µeV, and a crystal with six neighbours in a field of 1 T, where the angle is 0.711°. Thermal averages of an isolated pair and the diagonalization of two quantum spins 5/2 both give the same angle from in-plane correlations. The mean-field ordering temperature for these round couplings is 232 K, below room temperature.

## Numerical check

```python
"""
Result under test: two classical unit spins with energy
    E = J S1.S2 + D.(S1 x S2),   J > 0,  D along z,
have the global minimum -sqrt(J^2 + D^2), with both spins normal to D and
each canted by (1/2) arctan(D/J) from the Neel axis.
Symbols: J exchange, D Dzyaloshinskii-Moriya coupling, K easy-axis anisotropy
per spin (all in meV); L = (S1-S2)/2 Neel vector, M = (S1+S2)/2 net spin.
The minimum is found numerically over all directions of both spins.
"""
import numpy as np
from scipy.optimize import minimize
from scipy.constants import physical_constants, k as boltzmann, e as charge

KB = boltzmann / charge * 1e3                                    # meV/K
MU_B = physical_constants["Bohr magneton in eV/T"][0] * 1e3      # meV/T
Z_AXIS = np.array([0.0, 0.0, 1.0])
X_AXIS = np.array([1.0, 0.0, 0.0])


def ground_state(J, D, K=0.0, easy=X_AXIS, zeeman=np.zeros(3)):
    """Lowest state found from random starts; returns energy, S1, S2."""
    dvec = D * Z_AXIS

    def energy_and_gradient(v):
        n1, n2 = np.linalg.norm(v[:3]), np.linalg.norm(v[3:])
        s1, s2 = v[:3] / n1, v[3:] / n2
        energy = (J * s1 @ s2 + dvec @ np.cross(s1, s2)
                  - K * ((s1 @ easy)**2 + (s2 @ easy)**2)
                  - zeeman @ (s1 + s2))
        h1 = J * s2 + np.cross(s2, dvec) - 2*K*(s1 @ easy)*easy - zeeman
        h2 = J * s1 + np.cross(dvec, s1) - 2*K*(s2 @ easy)*easy - zeeman
        g1 = (h1 - (h1 @ s1) * s1) / n1
        g2 = (h2 - (h2 @ s2) * s2) / n2
        return energy, np.concatenate([g1, g2])

    rng = np.random.default_rng(7)
    runs = [minimize(energy_and_gradient, rng.normal(size=6), jac=True,
                     method="BFGS", options={"gtol": 1e-9})
            for _ in range(10)]
    best = min(runs, key=lambda r: r.fun)
    s1 = best.x[:3] / np.linalg.norm(best.x[:3])
    s2 = best.x[3:] / np.linalg.norm(best.x[3:])
    return best.fun, s1, s2


def canting(s1, s2):
    """Angle in degrees between S1 and the Neel vector."""
    neel = (s1 - s2) / 2
    return np.degrees(np.arctan2(np.linalg.norm(np.cross(s1, neel)),
                                 s1 @ neel))


def langevin(x):
    return 1 / np.tanh(x) - 1 / x


J, D = 10.0, 0.2
R = np.hypot(J, D)
delta = np.arctan(D / J)
alpha_deg = np.degrees(delta / 2)

# Global minimum, its plane, its angle and the direction of the net spin
e_min, s1, s2 = ground_state(J, D)
cant_num = canting(s1, s2)
L, M = (s1 - s2) / 2, (s1 + s2) / 2
assert abs(e_min + R) < 1e-8
assert max(abs(s1[2]), abs(s2[2])) < 1e-2      # very soft direction
assert abs(cant_num - alpha_deg) < 1e-3
assert abs(np.linalg.norm(M) - np.sin(delta / 2)) < 1e-5
side = np.cross(L, Z_AXIS)
assert M @ side / np.linalg.norm(M) / np.linalg.norm(side) > 0.999
e_rev, r1, r2 = ground_state(J, -D)
assert (r1 + r2) @ np.cross(r1 - r2, Z_AXIS) < 0

# Strong coupling, where the small-angle formula fails
e_big, b1, b2 = ground_state(J, J)
cant_big = canting(b1, b2)
assert abs(cant_big - np.degrees(0.5 * np.arctan(1.0))) < 1e-3
assert abs(cant_big - np.degrees(0.5)) > 1
assert abs(e_big + np.sqrt(2) * J) < 1e-8

# Energy gain and its leading small-D form
gain = -J - e_min
assert abs(gain / (D**2 / (2 * J)) - 1) < 1e-3

# Easy axis in the plane
K_plane = 0.1
_, a1, a2 = ground_state(J, D, K_plane, X_AXIS)
cant_plane = canting(a1, a2)
assert abs(cant_plane - np.degrees(0.5*np.arctan(D/(J+K_plane)))) < 1e-3

# Easy axis along D: canting is lost above a threshold
K_crit = (R - J) / 2
_, l1, l2 = ground_state(J, D, 0.5 * K_crit, Z_AXIS)
_, u1, u2 = ground_state(J, D, 1.5 * K_crit, Z_AXIS)
cant_below, cant_above = canting(l1, l2), canting(u1, u2)
assert abs(cant_below - alpha_deg) < 1e-3 and abs(l1[2]) < 0.02
assert cant_above < 0.01 and abs(u1[2]) > 0.999

# Six equivalent neighbours, without and with a field in the plane
neighbours, moment, field = 6, 5.0, 1.0
_, c1, c2 = ground_state(neighbours * J, neighbours * D)
assert abs(canting(c1, c2) - alpha_deg) < 1e-3
zeeman_energy = moment * MU_B * field
_, f1, f2 = ground_state(neighbours * J, neighbours * D,
                         zeeman=zeeman_energy * X_AXIS)
cant_field = canting(f1, f2)
linear = (neighbours * D + zeeman_energy) / (2 * neighbours * J)
assert abs(cant_field / np.degrees(linear) - 1) < 2e-3
equivalent_field = neighbours * D / (moment * MU_B)

# Thermal averages of an isolated pair by quadrature over directions
nodes, weights = np.polynomial.legendre.leggauss(48)
theta = (nodes + 1) * np.pi / 2
t1, t2 = theta[:, None, None], theta[None, :, None]
phi = (np.arange(64) * 2 * np.pi / 64)[None, None, :]
plane = np.sin(t1) * np.sin(t2)
measure = weights[:, None, None] * weights[None, :, None] * plane
dot_xy = plane * np.cos(phi)
cross_z = plane * np.sin(phi)
dot_all = dot_xy + np.cos(t1) * np.cos(t2)
thermal = []
for temperature in (4.0, 300.0):
    beta = 1 / (KB * temperature)
    boltz = measure * np.exp(-beta * (J * dot_all + D * cross_z + R))
    total = boltz.sum()
    mean_dot = (boltz * dot_all).sum() / total
    mean_xy = (boltz * dot_xy).sum() / total
    mean_cross = (boltz * cross_z).sum() / total
    assert abs(mean_dot + langevin(beta * J)) < 1e-3
    assert abs(mean_cross / mean_xy - D / J) < 1e-6
    half_angle = np.degrees(0.5 * np.arctan2(-mean_cross, -mean_xy))
    thermal.append((temperature, mean_dot, half_angle))

# Mean-field ordering temperature of classical unit spins
T_order = neighbours * J / (3 * KB)
order = []
for ratio in (0.98, 1.02):
    m = 0.9
    for _ in range(400):
        m = langevin(neighbours * J * m / (KB * ratio * T_order))
    order.append(m)
assert order[0] > 0.1 and order[1] < 0.01

# Quantum pair with spin 5/2, couplings scaled to the same classical energies
S = 2.5
m_values = np.arange(S, -S - 1, -1)
raising = np.diag(np.sqrt(S*(S+1) - m_values[1:]*(m_values[1:]+1)), 1)
ops = [(raising + raising.T) / 2, (raising - raising.T) / 2j,
       np.diag(m_values)]
one = np.eye(len(m_values))
A = [np.kron(op, one) for op in ops]
B = [np.kron(one, op) for op in ops]
q_xy = A[0] @ B[0] + A[1] @ B[1]
q_cross = A[0] @ B[1] - A[1] @ B[0]
levels, states = np.linalg.eigh((J*(q_xy + A[2] @ B[2]) + D*q_cross) / S**2)
ground = states[:, 0]


def mean(op):
    return np.vdot(ground, op @ ground).real


quantum_gap = levels[1] - levels[0]
quantum_moment = np.linalg.norm([mean(op) for op in A])
quantum_half = np.degrees(0.5 * np.arctan2(-mean(q_cross), -mean(q_xy)))
assert quantum_gap > 1 and quantum_moment < 1e-8
assert abs(quantum_half - alpha_deg) < 1e-6

print(f"exchange J = {J:.1f} meV")
print(f"Dzyaloshinskii-Moriya coupling D = {D:.1f} meV")
print(f"ratio D/J = {D/J:.3f}")
print(f"R = sqrt(J^2+D^2) = {R:.5f} meV")
print(f"minimum energy, numerical = {e_min:.5f} meV")
print(f"deviation from antiparallel = {np.degrees(delta):.4f} degrees")
print(f"angle between the spins = {180-np.degrees(delta):.4f} degrees")
print(f"canting of each spin, formula = {alpha_deg:.4f} degrees")
print(f"canting of each spin, formula = {delta/2:.6f} rad")
print(f"canting of each spin, numerical = {cant_num:.4f} degrees")
print(f"small-angle value D/(2J) = {np.degrees(D/(2*J)):.4f} degrees")
print(f"canting for D = J, numerical = {cant_big:.3f} degrees")
print(f"small-angle value for D = J = {np.degrees(0.5):.3f} degrees")
print(f"energy gain over collinear state = {gain*1e3:.4f} microeV")
print(f"energy gain / k_B = {gain/KB:.4f} K")
print(f"net spin |M| per site = {np.sin(delta/2):.5f} (unit spin = 1)")
print(f"assumed moment per ion = {moment:.1f} Bohr magnetons")
print(f"weak moment per ion = {moment*np.sin(delta/2):.4f} Bohr magnetons")
print(f"in-plane easy-axis K = {K_plane:.1f} meV")
print(f"canting with that K = {cant_plane:.4f} degrees")
print(f"threshold K for easy axis along D = {K_crit*1e3:.4f} microeV")
print(f"canting at 0.5 threshold = {cant_below:.4f} degrees")
print(f"canting at 1.5 threshold = {cant_above:.3f} degrees")
print(f"neighbours in the crystal estimate = {neighbours}")
print(f"applied field = {field:.1f} T")
print(f"Zeeman energy per ion = {zeeman_energy:.4f} meV")
print(f"crystal canting in that field = {cant_field:.4f} degrees")
print(f"field equivalent to D in crystal = {equivalent_field:.2f} T")
for temperature, mean_dot, half_angle in thermal:
    print(f"pair at {temperature:.0f} K: mean S1.S2 = {mean_dot:.4f}")
    print(f"pair at {temperature:.0f} K: half-angle from in-plane "
          f"correlations = {half_angle:.4f} degrees")
print(f"thermal energy at 300 K = {KB*300:.2f} meV")
print(f"mean-field ordering temperature = {T_order:.0f} K")
print(f"quantum pair, spin = {S:.1f}")
print(f"quantum pair, gap = {quantum_gap:.3f} meV")
print(f"quantum pair, static spin per site = {quantum_moment:.3f}")
print(f"quantum pair, half-angle from in-plane correlations = "
      f"{quantum_half:.4f} degrees")
print("tests ok")
```

It prints:

```
exchange J = 10.0 meV
Dzyaloshinskii-Moriya coupling D = 0.2 meV
ratio D/J = 0.020
R = sqrt(J^2+D^2) = 10.00200 meV
minimum energy, numerical = -10.00200 meV
deviation from antiparallel = 1.1458 degrees
angle between the spins = 178.8542 degrees
canting of each spin, formula = 0.5729 degrees
canting of each spin, formula = 0.009999 rad
canting of each spin, numerical = 0.5729 degrees
small-angle value D/(2J) = 0.5730 degrees
canting for D = J, numerical = 22.500 degrees
small-angle value for D = J = 28.648 degrees
energy gain over collinear state = 1.9998 microeV
energy gain / k_B = 0.0232 K
net spin |M| per site = 0.01000 (unit spin = 1)
assumed moment per ion = 5.0 Bohr magnetons
weak moment per ion = 0.0500 Bohr magnetons
in-plane easy-axis K = 0.1 meV
canting with that K = 0.5672 degrees
threshold K for easy axis along D = 0.9999 microeV
canting at 0.5 threshold = 0.5729 degrees
canting at 1.5 threshold = 0.000 degrees
neighbours in the crystal estimate = 6
applied field = 1.0 T
Zeeman energy per ion = 0.2894 meV
crystal canting in that field = 0.7110 degrees
field equivalent to D in crystal = 4.15 T
pair at 4 K: mean S1.S2 = -0.9654
pair at 4 K: half-angle from in-plane correlations = 0.5729 degrees
pair at 300 K: mean S1.S2 = -0.1277
pair at 300 K: half-angle from in-plane correlations = 0.5729 degrees
thermal energy at 300 K = 25.85 meV
mean-field ordering temperature = 232 K
quantum pair, spin = 2.5
quantum pair, gap = 1.600 meV
quantum pair, static spin per site = 0.000
quantum pair, half-angle from in-plane correlations = 0.5729 degrees
tests ok
```
